# Event Selection and Mean Waiting Time in Lattice Monte Carlo

## Problem

In a lattice Monte Carlo model of atomic layer deposition or etching, the surface sits in one configuration until an event changes it: a molecule adsorbs, a fragment leaves, an atom hops to a neighbouring site. Suppose that the present configuration allows three such events, with rates

\[
k_1 = 2\ \text{s}^{-1},\qquad k_2 = 3\ \text{s}^{-1},\qquad k_3 = 5\ \text{s}^{-1}.
\]

(a) What is the probability that each event is the next one to occur?

(b) How long, on average, does the surface wait until the next event of any kind?

(c) Does the average wait depend on which event ends it?

The following is assumed. The three events are the complete list of ways to leave the configuration. Each rate belongs to one specific event at one specific place. The rates stay constant while the surface waits, and they do not depend on how long it has already waited. The events act independently of one another until one of them occurs.

## Hints

1. A rate is a probability per unit time. Write down the probability that event 1 occurs during a very short interval \(dt\), and then the probability that none of the three events occurs during it.

2. Let \(S(t)\) be the probability that nothing has happened up to time \(t\). Relate \(S(t+dt)\) to \(S(t)\) and turn the relation into a differential equation.

3. For event \(i\) to be the first event, and to occur between \(t\) and \(t+dt\), two things are needed: nothing has happened before \(t\), and event \(i\) happens in the short interval. Multiply the two probabilities.

4. To find which event comes first, whatever the time, integrate over the time. To find when the first event comes, whatever its kind, sum over the events.

5. For part (c), keep the contributions of the three events separate when averaging the time, and divide each by the probability of that event.

## Solution

### From rates to a survival probability

That event \(i\) has the rate \(k_i\) means that, if the configuration still exists at time \(t\), the event occurs before \(t+dt\) with probability \(k_i\,dt\), up to terms of order \(dt^2\). A rate is not itself a probability. It carries the unit \(\text{s}^{-1}\) and may exceed one; the product \(k_i\,dt\) is a small pure number when \(dt\) is short enough.

Because the events act independently, the probability that none occurs in \(dt\) is a product:

\[
(1-k_1dt)(1-k_2dt)(1-k_3dt) = 1-(k_1+k_2+k_3)\,dt + O(dt^2).
\]

The terms of order \(dt^2\) contain products such as \(k_1k_2\,dt^2\), which is the chance that two events fall into the same interval. They become negligible beside the linear term as \(dt\to0\). What remains is the total rate

\[
K = k_1+k_2+k_3 = (2+3+5)\ \text{s}^{-1} = 10\ \text{s}^{-1}.
\]

To survive until \(t+dt\), the configuration must survive until \(t\) and then pass the short interval without an event. The second probability does not depend on the past, since the rates have no memory. Therefore

\[
S(t+dt) = S(t)\,\bigl[1-K\,dt+O(dt^2)\bigr].
\]

Subtract \(S(t)\), divide by \(dt\) and let \(dt\to0\):

\[
\frac{dS}{dt} = -K\,S(t).
\]

The minus sign says that survival can only become less likely with time. To solve the equation, multiply it by \(e^{Kt}\) and bring both terms to one side:

\[
e^{Kt}\frac{dS}{dt}+K e^{Kt}S = \frac{d}{dt}\bigl(e^{Kt}S\bigr)=0 .
\]

So \(e^{Kt}S(t)\) is a constant. At \(t=0\) the configuration has just been formed and is certainly present, \(S(0)=1\), so the constant is one and

\[
S(t)=e^{-Kt}.
\]

No physical constant enters, so the formula reads the same with rates in \(\text{s}^{-1}\) and times in seconds as it does in atomic units.

### The probability of each event

Let \(f_i(t)\,dt\) be the probability that event \(i\) is the first event and that it occurs between \(t\) and \(t+dt\). It is the probability of survival up to \(t\), times the probability of event \(i\) in the interval:

\[
f_i(t)\,dt = e^{-Kt}\,k_i\,dt .
\]

The exponent contains the total rate \(K\), not \(k_i\) alone. All three events must have stayed away until \(t\), because any of them would have ended the wait.

The time of the event does not matter for part (a), so we integrate over it:

\[
P_i=\int_0^\infty k_i e^{-Kt}\,dt
= k_i\left[-\frac{e^{-Kt}}{K}\right]_0^\infty
= \frac{k_i}{K}.
\]

The upper limit contributes zero and the lower limit contributes \(+1/K\). With the given rates,

\[
P_1=\frac{2}{10}=0.2,\qquad P_2=\frac{3}{10}=0.3,\qquad P_3=\frac{5}{10}=0.5 .
\]

This answers part (a). The probabilities add up to one, as they must: the list of events is complete, and \(S(t)\to0\) at long times means that some event eventually occurs.

The formula depends on ratios of rates. If all three rates were doubled, the probabilities would stay the same and the surface would merely evolve faster. The largest rate makes an event the most likely one, but it does not make it certain: here the fastest event comes first in half of all cases. A simulation that simply executed the fastest event each time would never follow the other half.

### The mean waiting time

For part (b) the kind of event does not matter, so we sum over the events. The probability density of the waiting time is

\[
f(t)=\sum_i f_i(t)=(k_1+k_2+k_3)\,e^{-Kt}=K e^{-Kt}.
\]

The mean waiting time is the average of \(t\) with this density. Integrate by parts, using that \(K e^{-Kt}\) is the derivative of \(-e^{-Kt}\):

\[
\langle t\rangle=\int_0^\infty t\,K e^{-Kt}\,dt
=\Bigl[-t\,e^{-Kt}\Bigr]_0^\infty+\int_0^\infty e^{-Kt}\,dt .
\]

The bracket vanishes at \(t=0\) because of the factor \(t\), and at infinity because the exponential falls faster than \(t\) grows. The remaining integral is \(1/K\), so

\[
\langle t\rangle=\frac1K=\frac{1}{10\ \text{s}^{-1}}=0.1\ \text{s}.
\]

This answers part (b). In atomic units of time the same wait is about \(4.13\times10^{15}\). The size of this number shows why such models do not follow the motion of the electrons and nuclei between events: that motion is summarized in the rates, and the simulation moves from one event to the next.

The mean does not describe a typical spread-free delay. The second moment follows from another integration by parts:

\[
\langle t^2\rangle=\int_0^\infty t^2K e^{-Kt}\,dt
=\Bigl[-t^2e^{-Kt}\Bigr]_0^\infty+2\int_0^\infty t\,e^{-Kt}\,dt .
\]

The bracket again vanishes. The last integral is the mean just calculated, divided by \(K\), so \(\langle t^2\rangle=2/K^2\). The standard deviation is

\[
\sigma=\sqrt{\langle t^2\rangle-\langle t\rangle^2}
=\sqrt{\frac{2}{K^2}-\frac1{K^2}}=\frac1K=0.1\ \text{s},
\]

as large as the mean itself. The probability of still waiting after \(0.1\ \text{s}\) is \(S(0.1\ \text{s})=e^{-1}\approx0.368\). About 37 % of the waits are therefore longer than the mean and about 63 % are shorter; the long ones are rarer but weigh more in the average.

### Does the wait depend on the event that ends it?

One might expect the wait to be long when the slow event 1 ends it and short when the fast event 3 does. To examine this, average \(t\) over those cases in which event \(i\) comes first. Their total probability is \(P_i\), so the average has to be divided by \(P_i\):

\[
\langle t\rangle_i=\frac{1}{P_i}\int_0^\infty t\,k_i e^{-Kt}\,dt .
\]

The integral is \(k_i\) times \(1/K^2\), the value found in the calculation of the second moment. Hence

\[
\langle t\rangle_i=\frac{K}{k_i}\,\frac{k_i}{K^2}=\frac1K=0.1\ \text{s}
\]

for each of the three events. The answer to part (c) is no. The reason can be read from the joint density, which splits into two factors:

\[
f_i(t)=k_ie^{-Kt}=\frac{k_i}{K}\;K e^{-Kt}=P_i\,f(t).
\]

The first factor contains the event and not the time; the second contains the time and not the event. The two are statistically independent, so not just the mean but the whole distribution of waits is the same for all three events.

The physical explanation is competition. If event 1 were the only one possible, the total rate would be \(k_1\) and the mean wait would be \(1/k_1=0.5\ \text{s}\). In the presence of the other two, event 1 can come first only if it happens before they do. Its long waits are cut off, because another event gets there earlier. What survives of event 1 is its early occurrences, and these have the mean \(0.1\ \text{s}\). A slow event shows its slowness by being selected rarely, not by arriving late when it is selected.

This also settles two averages that look plausible and answer a different question. The times \(1/k_i\) of the events acting alone are \(0.5\), \(0.333\) and \(0.2\ \text{s}\). Their plain average is

\[
\frac{0.5+0.333+0.2}{3}\ \text{s}\approx0.344\ \text{s}.
\]

Weighting them with the selection probabilities gives

\[
\sum_iP_i\,\frac1{k_i}=\sum_i\frac{k_i}{K}\,\frac1{k_i}=\frac3K=0.3\ \text{s}.
\]

Both exceed even the shortest of the three separate times, \(0.2\ \text{s}\). That cannot be right for a race, since the first of several arrivals is never later than the arrival of any one competitor. The correct mean, \(0.1\ \text{s}\), lies below all three. Rates of competing events add; their times do not.

### Limiting cases and conditions

If one rate is much larger than the sum of the others, \(K\) is close to that rate. The fast event is then selected almost every time, and the mean wait is close to the time it would need alone. On a surface this can be a nuisance: an atom hopping back and forth between two sites can use up most of the simulated steps while growth or etching hardly advances. If one rate goes to zero, its probability vanishes and the other events compete as if it were absent from the list. If \(n\) events have equal rates \(k\), each has the probability \(1/n\) and the mean wait is \(1/(nk)\). The last case shows how the size of the lattice enters: with more sites that can react, the time to the next event somewhere on the surface becomes shorter, although each site is as slow as before.

For the same reason, a rate quoted for a kind of event has to be counted once for every place where that event can occur. If event 1 were possible on \(n_1\) equivalent sites, its contribution to \(K\) would be \(n_1k_1\), and the probabilities of all events would change.

The assumption of constant rates deserves attention in atomic layer processing, where gases are supplied in pulses. Let all rates share a common time dependence, \(k_i\,g(t)\) with \(g(t)\ge0\), as for three adsorption events fed by the same gas. The survival equation becomes \(dS/dt=-K g(t)S\), with the solution

\[
S(t)=e^{-K G(t)},\qquad G(t)=\int_0^t g(t')\,dt' .
\]

The probability that event \(i\) comes first follows with \(dG=g\,dt\):

\[
P_i=\int_0^\infty k_i\,g(t)\,e^{-KG(t)}\,dt
=\frac{k_i}{K}\Bigl[1-e^{-KG(\infty)}\Bigr].
\]

The ratios of the probabilities are unchanged, but the waiting time is no longer distributed as \(Ke^{-Kt}\). If the pulse ends, \(G(\infty)\) is finite and there is a probability \(e^{-KG(\infty)}\) that nothing happens at all. When the rates vary in different ways, the ratios change during the wait, and the event is then in general no longer independent of its time.

## Variation 1: one step of the simulation

*Two independent random numbers, uniformly distributed between 0 and 1, have the values \(u_1=0.37\) and \(u_2=0.60\). Which event does the simulation carry out, and by how much does it advance the clock?*

Since event and time are independent, one random number can select the event and the other the time. Divide the interval from 0 to 1 into pieces of lengths \(P_1\), \(P_2\) and \(P_3\). The pieces end at \(0.2\), \(0.5\) and \(1.0\). A uniform number falls into a piece with a probability equal to its length, which is what the selection requires. Here \(0.2\le0.37<0.5\), so event 2 is carried out.

For the time, set

\[
\Delta t=-\frac{\ln u_2}{K}.
\]

To see that this has the right distribution, ask when \(\Delta t\) exceeds a given time \(s\). The condition \(-\ln u_2>Ks\) is the same as \(u_2<e^{-Ks}\); the inequality turns round on multiplication by \(-1\). For a uniform number the probability of this is \(e^{-Ks}\), which equals \(S(s)\). In the present step,

\[
\Delta t=-\frac{\ln 0.60}{10\ \text{s}^{-1}}\approx0.051\ \text{s},
\]

about half the mean. The rate in the denominator is \(K\), not the rate \(k_2\) of the selected event.

After the step the surface has changed. Some events may have become impossible and new ones possible, so the list, \(K\) and the probabilities must be renewed before the next pair of random numbers is used.

The recipe can be compared with a direct simulation of the race, in which each event has its own random clock and the earliest one wins. In 400 000 trials the clocks gave the shares 0.2001, 0.3008 and 0.4991, and the recipe gave 0.2002, 0.3004 and 0.4994. A share \(P\) estimated from \(N\) trials has the standard error \(\sqrt{P(1-P)/N}\), which is at most about 0.0008 here, so deviations in the fourth decimal are expected. The mean waits, sorted by the event that ended them, lay between 0.0998 and 0.1003 s in both simulations.

## Variation 2: a clock with fixed short steps

*Instead of jumping from event to event, a simulation advances in fixed steps \(h=0.0001\ \text{s}\). In each step it tries every event independently with probability \(k_ih\). How large are the errors in the probabilities and in the mean wait?*

The probability that a step passes without an event is now kept beyond first order:

\[
q=\prod_i(1-k_ih)=1-Kh+Ah^2+O(h^3),
\]

with

\[
A=k_1k_2+k_1k_3+k_2k_3=(6+10+15)\ \text{s}^{-2}=31\ \text{s}^{-2}.
\]

The first event falls into step \(n\) with probability \(q^{n-1}(1-q)\). The mean number of steps is \(\sum_n n\,q^{n-1}(1-q)=1/(1-q)\), because \(\sum_n n\,q^{n-1}=1/(1-q)^2\). Counting time to the end of the step, the mean wait is

\[
\langle t\rangle_h=\frac{h}{1-q}\approx\frac{1}{K-Ah}\approx\frac1K\left(1+\frac{Ah}{K}\right).
\]

Here \(Ah/K=31\times0.0001/10=0.00031\), so the mean is \(0.100031\ \text{s}\), too long by 0.031 % relative to \(1/K\).

Event \(i\) comes first and alone if it occurs in a step while the others do not. Summing over the steps gives

\[
P_i(h)=\frac{k_ih\prod_{j\ne i}(1-k_jh)}{1-q}
\approx\frac{k_i}{K}\left[1-(K-k_i)h+\frac{Ah}{K}\right].
\]

The numerator supplies the factor \(1-(K-k_i)h\), and the denominator supplies \(1+Ah/K\), as in the mean wait. For event 1 the bracket is \(1-0.0008+0.00031=0.99951\), and \(P_1(h)\approx0.19990\). In the same way \(P_2(h)\approx0.29988\) and \(P_3(h)\approx0.49990\). The three do not add up to one. The missing probability, about \(0.00031\), belongs to first steps with two or more events at once, for which the simulation would need an additional rule.

All these errors are proportional to \(h\) at leading order. An explicit sum over the steps confirms this: shortening the step from \(h=0.001\ \text{s}\) to \(h=0.0001\ \text{s}\) reduced them by factors between 10.01 and 10.02. The price is the number of steps. With \(h=0.0001\ \text{s}\) about a thousand steps pass, on average, before anything happens, whereas the recipe of Variation 1 needs one step per event and has no time-step error. The numerical output below lists the values for both procedures.

## Table of computed values

```
rates k1, k2, k3 (1/s): 2.0, 3.0, 5.0
total rate K (1/s): 10.0
selection probabilities P1, P2, P3: 0.200, 0.300, 0.500
sum of probabilities: 1.000
mean waiting time (s): 0.1000
mean waiting time (atomic units): 4.1341e+15
standard deviation of the wait, quadrature (s): 0.1000
cumulative limits: 0.200, 0.500, 1.000
mean wait of each event acting alone (s): 0.5000, 0.3333, 0.2000
wrong: plain average of 1/k_i (s): 0.3444
wrong: sum of P_i/k_i (s): 0.3000
time step of the fine step model (s): 0.0001
step model, probabilities: 0.199902, 0.299883, 0.499905
step model, chance of coincident events: 0.000310
step model, mean wait (s): 0.100031
error ratio for a tenfold smaller step, P_i: 10.01, 10.01, 10.01
error ratio for a tenfold smaller step, mean: 10.02
time of the survival check (s): 0.1
survival there, step model: 0.36781
survival there, exp(-K t): 0.36788
clock quadrature, probabilities: 0.200000, 0.300000, 0.500000
clock quadrature, mean wait given event i (s): 0.100000, 0.100000, 0.100000
number of simulated steps: 400000
simulated clocks, event shares: 0.2001, 0.3008, 0.4991
two-number recipe, event shares: 0.2002, 0.3004, 0.4994
simulated clocks, mean wait given event i (s): 0.0998, 0.1002, 0.1000
two-number recipe, mean wait given event i (s): 0.1002, 0.1000, 0.1003
worked step, u1 and u2: 0.37, 0.60
worked step, selected event number: 2
worked step, time advance (s): 0.0511
```
